Depth of a V-Groove Etched in (100) Silicon, part 1

(Sections cited here and not found follow in the second part.)

## 1. The aligned groove and its final depth

Suppose that a groove of a given depth is wanted in a silicon wafer, and that the mask opening and the etching time are chosen separately. If the opening is too narrow, the groove closes to a sharp bottom before it reaches the depth wanted, and further time in the bath adds little. If the opening is too wide, a flat floor is still moving down when the wafer is taken out, and the depth carries every error of the etch rate and of the clock. What is missing in both cases is the relation between the opening and the depth at which the etch stops by itself.

For a wafer with a (100) surface and a long opening of width W, correctly aligned with the crystal, this depth is W/√2. The number comes from the angle between the (100) surface and the {111} planes, but the angle alone does not make the etch stop. The following assumptions are also needed.

The etchant removes silicon at a speed that depends on the orientation of the exposed surface and on nothing else. This speed is zero for {111} planes and positive for all other orientations. The mask is not attacked, adheres to the silicon, and has straight edges along ⟨110⟩ directions. The wafer surface is a true (100) plane, and the wafer is thicker than the final groove is deep. The width W is measured at the silicon surface, and depth is measured perpendicular to that surface. The opening is a rectangle of length L, with L ≥ W. Section 2 gives up the zero wall speed and the perfect alignment, one at a time.

**The angle and the direction of the mask edges.** Silicon is cubic, so the plane with Miller indices (hkl) is perpendicular to the direction [hkl]. The angle between two planes is therefore the angle between two such directions. The wafer surface is taken as the (001) plane, which is equivalent by symmetry to (100). With the normals [001] and [111], of lengths 1 and √3, the angle θ obeys

cos θ = (0·1 + 0·1 + 1·1)/(1·√3) = 1/√3.   (1)

The other two functions follow from sin²θ + cos²θ = 1:

sin θ = √(1 − 1/3) = √(2/3),   tan θ = sin θ/cos θ = √(2/3)·√3 = √2.   (2)

Hence θ = 54.74°. Changing the sign of any index of (111) leaves the magnitude of the cosine unchanged, so all {111} planes meet the surface at this same acute angle.

The line in which a {111} plane cuts the surface is perpendicular to both normals. Its direction is their vector product,

[111] × [001] = (1·1 − 1·0, 1·0 − 1·1, 1·0 − 1·0) = [1 −1 0].   (3)

This is a ⟨110⟩ direction. The other {111} planes cut the surface either along the same line or along [110], which is perpendicular to it because 1·1 + (−1)·1 = 0. A rectangle with its sides along these two directions can thus have a {111} plane descending from each of its four edges. This is the reason for the alignment rule.

**Coordinates for the walls.** Let x run along the groove in the direction [110], y across it in the direction [1 −1 0], and z straight down into the wafer. The origin is the centre of the opening. The unit vectors are

e_x = (1, 1, 0)/√2,   e_y = (1, −1, 0)/√2,   e_z = (0, 0, −1).   (4)

A wall is described by the unit vector m that is perpendicular to it and points from the cavity into the silicon. For the wall on the side of positive y this is m = (1, −1, −1)/√3 in the cubic axes. Its components along the vectors of equation (4) are

m·e_x = (1 − 1)/√6 = 0,
m·e_y = (1 + 1)/√6 = √(2/3) = sin θ,
m·e_z = 1/√3 = cos θ.   (5)

The opposite wall has the y component −sin θ and the same z component. The two end walls have normals (± sin θ, 0, cos θ). All four normals have a positive z component, which means that the cavity narrows with depth.

The wall that passes through the mask edge at y = W/2, z = 0 consists of the points with

y sin θ + z cos θ = (W/2) sin θ.   (6)

Dividing by sin θ, and using cos θ/sin θ = 1/√2, gives y = W/2 − z/√2. The wall moves inward by one unit of length for every √2 units of depth.

**Why the cavity stays between these planes.** Consider the silicon on the far side of the plane (6), where the left side of the equation is larger than the right. This region includes all the silicon beneath the mask on that side. If the cavity filled everything on the near side, its boundary would be a {111} plane, and this boundary would be at rest. The real cavity starts as the bare opening, which lies on the near side.

Two etching fronts that obey the same local speed law, with one cavity initially inside the other, remain nested. Where the inner front comes to touch the outer one, the two have a common tangent plane and therefore the same speed, so the inner front gains no advantage there. Here the outer front is at rest, and the inner cavity cannot pass it. A sharp corner of the cavity is treated as the limit of a rounded one, which contains the intermediate orientations and so has a tangent plane at the point of contact. The same reasoning applies to each of the four walls. It gives an upper limit on the cavity, and it uses the zero speed of {111} together with the sound mask.

It remains to see that the cavity reaches this limit. The floor begins as a flat (100) surface and moves down at the speed R₁₀₀. As it descends, it leaves {111} walls behind it, which stay where they are. At floor depth h each side wall has moved inward by h/tan θ, and the remaining floor width b is

b = W − 2h/tan θ = W − 2h/√2 = W − √2 h.   (7)

This trapezoidal shape contains one further assumption, namely that no third orientation grows at the corner between floor and wall. The condition can be found from the motion of the corner. The corner on the positive side travels down with speed R₁₀₀ and inward with speed R₁₀₀/tan θ. Consider a small plane there, inclined to the floor by an angle α between 0 and θ, with normal (sin α, cos α) in the y and z directions. To keep up with the corner it must move along its normal with the speed

R₁₀₀ cos α − R₁₀₀ sin α/tan θ = R₁₀₀ (sin θ cos α − cos θ sin α)/sin θ = R₁₀₀ sin(θ − α)/sin θ.   (8)

A slower plane lags behind the corner and cuts it off, so that an extra facet appears. A plane at least as fast as equation (8) requires does not. Extra facets would change the shape on the way, and the time needed. They would not support a different final shape, since by assumption they still etch and the cavity continues to grow until they are gone.

**Termination.** The floor disappears when b = 0. Calling the depth at that moment d, equation (7) gives

0 = W − √2 d,   so that   d = W/√2 = (W/2) tan θ.   (9)

The last form shows the geometry directly: half the opening is the horizontal side of a right triangle, d is its vertical side, and θ is the angle between the opening and the wall. At the bottom the two walls meet, no (100) surface remains, and within this model the depth no longer depends on the time.

The length s of the sloping wall in the cross-section follows from d = s sin θ:

s = d/sin θ = (W/√2)·√(3/2) = (√3/2) W.   (10)

The angle between the walls at the bottom is β = 180° − 2θ = 70.53°. The three angles of the triangular cross-section thus add up to 180°, as they must.

The end walls have the same slope. At depth h the floor is therefore a rectangle with sides

W − √2 h   and   L − √2 h.   (11)

Etching of the floor ends when the shorter side vanishes. For L > W this leaves a straight bottom line of length L − √2 d = L − W. For L = W the line shrinks to a point and the cavity is an inverted pyramid, again of depth W/√2. If L were smaller than W, the depth would be L/√2. The width in equation (9) is therefore the shorter side of the opening, whichever way the rectangle is turned among the two permitted directions.

If the wafer has a thickness H smaller than W/√2, the floor reaches the back before it disappears. Equation (7) with h = H then gives a hole of width W − √2 H, and the groove never forms a sharp bottom. The relation also says how accurately the opening must be made. An error ΔW in the width produces the depth error ΔW/√2, so the relative errors of depth and width are equal.

**A check at the level of atoms.** The argument so far has used a surface with a slope. The same geometry follows from a simple rule for single atoms, in which no angle is put in. Every silicon atom in the crystal has four bonds. Let an atom leave when at most two of them remain.

With a the lattice constant, the bond vectors of one kind of site, in units of a/4, are

(1, 1, 1),  (1, −1, −1),  (−1, 1, −1),  (−1, −1, 1),   (12)

and those of the other kind are their negatives. At a (001) surface the two vectors with positive third component point out of the crystal and are cut. Two bonds remain, and the atom leaves. At a (111) surface the products of the vectors (12) with [111] are 3, −1, −1 and −1. One bond is cut, three remain, and the atom stays. Cutting the crystal at the other possible height between (111) layers leaves atoms with one bond, but these leave at once and uncover the stable surface.

Atomic layers parallel to the wafer surface are a/4 apart. Lateral distances along ⟨110⟩ are conveniently counted in units of √2 a/4. Within one layer, neighbouring sites in either lateral direction are two such units apart. The two upward bonds of an atom lie across the groove in one layer and along it in the next, and so on in alternation.

An atom with both lower neighbours in place leaves when both upper neighbours are gone. If one upper neighbour remains, it has three bonds and stays. In a layer whose upward bonds lie across the groove, a row of n empty sites above therefore permits n − 1 atoms to leave. In a layer whose upward bonds lie along a long groove, the number across remains n. One site, or two lateral units, is lost for every two layers, and the ratio of the lost width to the added depth is

(2·√2 a/4)/(2·a/4) = √2,   (13)

which is the slope in equation (7).

A three-dimensional lattice etched by this rule, under a frozen mask layer, stopped by itself. Openings 20 and 60 units wide, both 80 units long, gave depths of 18 and 58 layers. The difference is 40 layers for 40 lateral units, or 40/(40√2) = 0.7071 when both are expressed in the same length. The constant shortfall of two layers follows from the counting. An opening of N units contains N/2 empty mask sites. The first silicon layer has its upward bonds across the groove, so one site is lost in layers 1, 3, 5 and so on, and the last layer with an empty site is number N − 2. An opening of 60 by 24 units stopped at 23 layers, which confirms that the shorter side controls the depth. Here the upward bonds of the first layer lie along the longer side, so the first site is lost only in layer 2 and the shortfall is one layer.

The rule has a clear limit. An atom at a flat {110} surface also keeps three bonds, so the rule would protect {110} planes, whereas potassium hydroxide solution, KOH, attacks them. The calculation supports the geometry of the aligned groove. It is not a theory of etch rates.

## 2. Wall etching, misalignment and a worked case

The symbols carried over are the opening width W and length L, with L ≥ W, and the angle θ between the surface and a {111} wall, for which sin θ = √(2/3), cos θ = 1/√3 and tan θ = √2. The coordinates x, y and z run along the groove, across it and down into the crystal. The side walls have the normals (0, ± sin θ, cos θ), the end walls (± sin θ, 0, cos θ), all pointing into the silicon. With stationary walls and correct alignment, the floor width at depth h is W − √2 h, and the groove ends at d = W/√2.

**Walls that etch slowly.** In a real bath the {111} planes are attacked at a small speed R₁₁₁, measured along their normal. After a time t a side wall has moved by R₁₁₁t into the silicon. Because m is a unit vector, this adds R₁₁₁t to the right side of equation (6):

y sin θ + z cos θ = (W/2) sin θ + R₁₁₁t.   (14)

The lower part of the wall is uncovered later than the upper part. It is nevertheless part of the same plane, because the floor uncovers it where the floor meets the moving wall. Equation (14) therefore holds for the whole wall, with t counted from the start of etching.

At the surface, z = 0, the wall lies beyond the mask edge. The undercut u on each side is y − W/2, so that

u = R₁₁₁t/sin θ = √(3/2) R₁₁₁t.   (15)

At the centre line, y = 0, equation (14) gives the depth at which the two side walls meet. Dividing by cos θ,

d(t) = (W/2) tan θ + R₁₁₁t/cos θ = W/√2 + √3 R₁₁₁t.   (16)

The same result follows if the widened opening W + 2u is put into equation (9), since 2u/√2 = √2·√(3/2) R₁₁₁t = √3 R₁₁₁t. The mask must survive as an overhang of length u for this to hold, and fresh etchant must reach the silicon beneath it.

Equation (16) describes the groove after the floor has gone. Before that, the depth is R₁₀₀t and the floor width is

b(t) = W + 2u − √2 R₁₀₀t = W − √2 (R₁₀₀ − √3 R₁₁₁)t,   (17)

where 2u = √6 R₁₁₁t = √2·√3 R₁₁₁t has been used. The floor vanishes at the time

t_s = W/[√2 (R₁₀₀ − √3 R₁₁₁)].   (18)

This requires R₁₀₀ > √3 R₁₁₁. If the inequality fails, the walls retreat so fast that the floor does not shrink, and no V-groove forms. For R₁₁₁ → 0 the time becomes d/R₁₀₀, as expected. After t_s the bottom continues to descend, but at the speed √3 R₁₁₁ in place of R₁₀₀. Termination in a real etch is thus a large drop in speed and not a complete stop.

With perfect alignment and stationary {111} walls, the groove stops by itself at the depth W/√2; if the walls etch slowly, the bottom keeps descending at the much lower speed √3 R₁₁₁. It remains to find how a rotated mask or a tilted wafer changes the depth, and to put numbers to all these effects in a worked case.
